# Graphene conductivity with resonant scatterers from the s-wave phase shift

Take a graphene sheet with \(10^{10}\) strong scatterers per cm², each of radius 1 nm, and raise the carrier density from \(10^{11}\) to \(10^{12}\) cm⁻². In the model treated here, with infinitely strong scatterers and at zero temperature, the conductivity grows from 73.6 to 393 in units of \(e^2/h\), a factor of 5.3 for ten times as many carriers. The law

\[
\sigma\simeq\frac{2e^2}{\pi h}\,\frac{n}{n_i}\,\ln^2(k_FR),\qquad k_FR\to0,
\tag{1}
\]

in which \(n\) is the carrier density, \(n_i\) the scatterer density and \(k_F\) the Fermi wave number, explains why the growth is slower than linear: the squared logarithm shrinks as \(k_F\) rises. Yet (1) gives only 52.9 and 191 for the two densities. The logarithm and most of this discrepancy follow from one phase shift.

A strong and short-ranged potential does not by itself produce (1). A potential of fixed strength that acts equally on both sublattices of graphene generally becomes a weak scatterer as the energy goes to zero, as shown further on. I therefore take a disc of radius \(R\) in which a repulsive potential \(V\) acts on sublattice A alone. The two valleys are assumed not to mix, which requires an edge smooth on the scale of the lattice; a defect as sharp as the lattice itself is outside this model. The step used below requires in turn an edge narrower than the decay length of the wave inside the disc. For very large \(V\) the two demands cannot both be met in a real sheet, so the hard disc is a continuum idealization. Near one valley the Hamiltonian is

\[
H=v\,\boldsymbol\sigma\cdot\mathbf p+V\,\Theta(R-r)\,P_A ,
\]

where \(v\) is the Dirac velocity, \(\boldsymbol\sigma\) are the Pauli matrices in sublattice space, \(\Theta\) is the step function and \(P_A\) projects on A. The other valley is the time-reversed copy and has the same longitudinal conductivity. The energy is \(E=\hbar vk>0\). For holes, \(E<0\), the wave inside the same disc oscillates instead of decaying and shows resonances as \(V\) grows, so the limit taken below does not carry over; the mirror case for holes is an attractive \(V\).

The off-diagonal elements of \(\boldsymbol\sigma\cdot\mathbf p\) are \(p_\pm=p_x\pm ip_y=-i\hbar e^{\pm i\theta}(\partial_r\pm\tfrac ir\partial_\theta)\), with \(p_-\) in the upper row. Rotational symmetry allows the form

\[
\psi_A=f(r)e^{im\theta},\qquad \psi_B=i\,g(r)e^{i(m+1)\theta}.
\]

The lower row, \(vp_+\psi_A=E\psi_B\), reads \(-i\hbar v(f'-mf/r)=i\hbar vk\,g\). In the upper row, \(vp_-\psi_B=(E-V)\psi_A\), the factor \(-i\) of the momentum cancels the \(i\) in \(\psi_B\). Hence

\[
f'-\frac mr f=-kg,\qquad g'+\frac{m+1}{r}g=\Big(k-\frac{V}{\hbar v}\Big)f .
\tag{2}
\]

Outside the disc \(V=0\). Solving the first equation for \(g\) and inserting it in the second gives

\[
-\frac1k\Big[f''-\frac mrf'+\frac m{r^2}f+\frac{m+1}{r}f'-\frac{m(m+1)}{r^2}f\Big]
=\Big(k-\frac V{\hbar v}\Big)f ,
\]

and, after the terms are collected,

\[
f''+\frac{f'}r-\frac{m^2}{r^2}f=-k\Big(k-\frac V{\hbar v}\Big)f .
\]

For \(V=0\) this is Bessel's equation. Because \(J_m'(kr)-(m/r)J_m(kr)=-kJ_{m+1}(kr)\), with the prime meaning \(d/dr\), and the same holds for \(Y_m\), the outside solution is

\[
f=J_m\cos\delta_m-Y_m\sin\delta_m,\qquad
g=J_{m+1}\cos\delta_m-Y_{m+1}\sin\delta_m ,
\]

all at argument \(kr\). This defines the phase shift \(\delta_m\): at large distance \(f\propto\cos(kr-m\pi/2-\pi/4+\delta_m)/\sqrt r\).

Inside, for \(V>E\), the right-hand side is \(+\kappa^2f\) with \(\kappa^2=k(V/\hbar v-k)\). The solution regular at the centre is \(f=I_m(\kappa r)\), and \(I_m'-(m/r)I_m=\kappa I_{m+1}\) gives \(g=-(\kappa/k)I_{m+1}\). Equations (2) are of first order with finite coefficients at the edge, so \(f\) and \(g\) are both continuous there. Equating their ratio on the two sides,

\[
\tan\delta_m=\frac{J_m(kR)-\beta_mJ_{m+1}(kR)}{Y_m(kR)-\beta_mY_{m+1}(kR)},
\qquad
\beta_m=-\frac k\kappa\,\frac{I_m(\kappa R)}{I_{m+1}(\kappa R)} .
\tag{3}
\]

Let \(V\to\infty\) at fixed \(E\). Then \(\kappa\to\infty\), the ratio of the \(I\) functions tends to 1, and \(\beta_m\to0\). The A component must vanish at the edge while the B component just outside stays free:

\[
\tan\delta_m=\frac{J_m(kR)}{Y_m(kR)} .
\tag{4}
\]

For small \(kR\) the wave with \(m=0\), the s wave on sublattice A, stands apart. With \(J_0\simeq1\) and \(Y_0\simeq(2/\pi)L\),

\[
\tan\delta_0\simeq\frac{\pi}{2L},\qquad L=\ln\frac{kR}2+\gamma ,
\tag{5}
\]

where \(\gamma\) is Euler's constant. For \(m=1\), \(J_1\simeq kR/2\) and \(Y_1\simeq-2/(\pi kR)\) give \(\delta_1\simeq-\pi(kR)^2/4\), and higher waves vanish as \((kR)^{2|m|}\). Since \(J_{-m}/Y_{-m}=J_m/Y_m\), also \(\delta_{-m}=\delta_m\).

The logarithm has a simple origin. At distances well below \(1/k\) the equation for \(f\) with \(m=0\) becomes \(f''+f'/r=0\), with solutions \(1\) and \(\ln r\). The node at the edge forces \(f\propto\ln(r/R)\), which varies so slowly that the disturbance is still felt at \(r\sim1/k\), where it is weaker only by a factor of order \(1/|\ln kR|\). At \(k=0\), moreover, equations (2) have the outside solution \(f=0\), \(g\propto1/r\), which satisfies the edge condition. Its norm \(\int g^2r\,dr\) diverges only logarithmically. This almost bound state at zero energy is why the scatterer is called resonant. The channels \(m\ge1\) also have zero-energy solutions, \(f=0\), \(g\propto r^{-(m+1)}\), but these are normalizable and their phases vanish as a power of \(kR\); only the marginal state at \(m=0\) goes with a logarithm.

How strong must \(V\) be? For \(V\gg E\) the numerator of (3) at \(m=0\) remains close to 1. In the denominator the additional term is

\[
-\beta_0Y_1\simeq\frac k\kappa\frac{I_0}{I_1}\Big(-\frac2{\pi kR}\Big)
=-\frac2\pi\,\frac{I_0(\kappa R)}{\kappa R\,I_1(\kappa R)} ,
\]

so that

\[
\tan\delta_0\simeq\frac{\pi}{2\big[L-I_0(\kappa R)/(\kappa R\,I_1(\kappa R))\big]} .
\tag{6}
\]

The limit (5) requires the second term in the bracket to be small against \(|L|\). For \(\kappa R\gg1\) it is about \(1/(\kappa R)\). For \(\kappa R\ll1\), where \(I_0/I_1\simeq2/(\kappa R)\), it becomes \(2/(\kappa R)^2\simeq2/(kR\,u)\) with \(u=VR/\hbar v\). At fixed \(V\) this outgrows the logarithm as \(k\to0\), and \(\delta_0\simeq-(\pi/4)kR\,u\). The logarithmic regime of a finite potential therefore ends at low energy.

To turn phases into a resistance, let a plane wave \((1,1)\,e^{ikx}\) arrive along \(x\). The expansion \(e^{ikr\cos\theta}=\sum_m i^mJ_m(kr)e^{im\theta}\), with the index shifted by one in the B component, shows that channel \(m\) enters with weight \(i^m\) and radial functions \(f=J_m\), \(g=J_{m+1}\). The scatterer must leave the incoming part of each channel unchanged. This is achieved by the factor \(e^{i\delta_m}\), because

\[
e^{i\delta}(J\cos\delta-Y\sin\delta)=J+ie^{i\delta}\sin\delta\,(J+iY),
\]

and \(J+iY=H^{(1)}\) is purely outgoing. The coefficients of \(J\) agree because \(e^{i\delta}\cos\delta=1+ie^{i\delta}\sin\delta\), and those of \(Y\) are both \(-e^{i\delta}\sin\delta\). At large distance \(H_m^{(1)}\simeq\sqrt{2/(\pi kr)}\,e^{i(kr-m\pi/2-\pi/4)}\), and \(i^me^{-im\pi/2}=1\). The scattered wave is therefore

\[
\psi_{\rm sc}\simeq ie^{-i\pi/4}\sqrt{\frac{2}{\pi kr}}\;e^{ikr}F(\theta)
\begin{pmatrix}1\\ e^{i\theta}\end{pmatrix},
\qquad F=\sum_m a_me^{im\theta},\quad a_m=e^{i\delta_m}\sin\delta_m .
\]

The particle current is \(v\,\psi^\dagger\boldsymbol\sigma\psi\). It equals \(2v\) for the incident wave, and its radial part for the scattered wave is \(2v\,\mathrm{Re}(\psi_A^*\psi_Be^{-i\theta})=2v|\psi_A|^2\). Multiplying by \(r\) and dividing by the incident current gives the differential cross section, which in two dimensions is a length per angle:

\[
\frac{dw}{d\theta}=\frac{2}{\pi k}\,|F(\theta)|^2 .
\]

Momentum relaxation weights each deflection by \(1-\cos\theta\). In \(|F|^2=\sum_{m,l}a_ma_l^*e^{i(m-l)\theta}\) the 1 selects \(l=m\), and the cosine selects neighbouring channels:

\[
\int_0^{2\pi}\!|F|^2(1-\cos\theta)\,d\theta
=2\pi\sum_m\big[|a_m|^2-\mathrm{Re}(a_m^*a_{m+1})\big]
=\pi\sum_m|a_m-a_{m+1}|^2 .
\]

Writing \(a_m=(e^{2i\delta_m}-1)/(2i)\), one finds \(|a_m-a_{m+1}|=|e^{2i\delta_m}-e^{2i\delta_{m+1}}|/2=|\sin(\delta_m-\delta_{m+1})|\). The transport cross section is

\[
w_{\rm tr}=\frac2k\sum_m\sin^2(\delta_m-\delta_{m+1})
\;\simeq\;\frac4k\sin^2\delta_0 .
\tag{7}
\]

The last form keeps \(\delta_0\) alone. It appears twice in the sum, with its neighbour above and its neighbour below. The scattering is then isotropic, backward direction included. A carrier in clean graphene has its two components locked to its direction of motion, and a potential equal on both sublattices cannot turn it straight back; a potential on one sublattice has no such restriction.

For dilute scatterers that act independently, and for \(k_Fl\gg1\), with \(l\) the transport mean free path, the Boltzmann equation applies. Interference between scattering events at different centres is left out. In a field \(\mathcal E\) along \(x\), carriers of charge \(-e\) obey

\[
-e\mathcal E\,v\cos\theta\,\frac{\partial f_0}{\partial\varepsilon}
=n_iv\int_0^{2\pi}\!d\theta'\,\frac{dw}{d\theta}(\theta-\theta')\,
[\delta f(\theta')-\delta f(\theta)] ,
\]

with \(f_0\) the Fermi function and \(\delta f\) the deviation from it. Because \(\delta_{-m}=\delta_m\), the cross section is even in angle. A deviation proportional to \(\cos\theta\) is then returned by the integral with the factor \(-n_ivw_{\rm tr}\equiv-1/\tau\), so \(\delta f=e\mathcal Ev\tau\cos\theta\,\partial f_0/\partial\varepsilon\). Spin and valley give four copies, and the current density is

\[
j=-4ev\int\!\frac{d^2k}{(2\pi)^2}\cos\theta\,\delta f
=4e^2v^2\tau\,\mathcal E\cdot\frac12\cdot\frac{k_F}{2\pi\hbar v} .
\]

Here \(\tfrac12\) is the angular mean of \(\cos^2\theta\), and \(k_F/(2\pi\hbar v)\) is the density of states of one copy, selected at zero temperature by \(-\partial f_0/\partial\varepsilon\). With \(\hbar=h/2\pi\),

\[
\sigma=\frac{e^2}{\pi\hbar}\,k_Fv\tau=\frac{2e^2}{h}\,k_Fl,\qquad l=v\tau=\frac1{n_iw_{\rm tr}} .
\tag{8}
\]

The four copies also fix the density, \(n=4\cdot\pi k_F^2/(2\pi)^2=k_F^2/\pi\). Inserting (7),

\[
\sigma=\frac{2e^2}{h}\,\frac{k_F^2}{4n_i\sin^2\delta_0}
=\frac{\pi e^2}{2h}\,\frac{n}{n_i}\,\frac1{\sin^2\delta_0} .
\]

The velocity has cancelled. Finally \(1/\sin^2\delta_0=1+\cot^2\delta_0=1+4L^2/\pi^2\) from (5), so

\[
\sigma\simeq\frac{2e^2}{\pi h}\,\frac n{n_i}\Big[L^2+\frac{\pi^2}4\Big],
\qquad L=\ln\frac{k_FR}2+\gamma .
\tag{9}
\]

When \(|\ln k_FR|\) is large, \(L^2\) dominates and \(L\) may be replaced by \(\ln k_FR\), which gives (1). The limit must be taken with care: by (8), \(k_Fl=\sigma h/(2e^2)\), so emptying the sheet at fixed \(n_i\) eventually violates \(k_Fl\gg1\). Small \(k_FR\) has to come with scatterers dilute enough that \(\sigma\) stays far above \(e^2/h\).

The approach to (1) is slow. With \(c=\ln2-\gamma\simeq0.116\), \(L=\ln k_FR-c\), and the ratio of (9) to (1) is

\[
1+\frac{2c}{|\ln k_FR|}+\frac{c^2+\pi^2/4}{\ln^2k_FR} .
\]

At \(k_FR=10^{-4}\), where \(|\ln k_FR|=9.21\), this is \(1+0.025+0.029=1.054\), in agreement with the value obtained by solving the Boltzmann equation numerically with all important waves. At \(k_FR=0.01\) the numerical ratio is still 1.17. The term in \(c\) can be absorbed in a slightly different radius, since a constant factor in \(R\) changes only subleading terms. The \(\pi^2/4\) cannot: it expresses the bound \(\sin^2\delta_0\le1\), which (1) ignores.

Now take the numbers of the opening, with the round parameters \(v=10^6\) m/s, \(R=1\) nm, \(n_i=10^{10}\) cm⁻² and \(n=10^{12}\) cm⁻². Then \(k_F=\sqrt{\pi n}=0.177\) nm⁻¹, \(\ln k_FR=-1.730\) and \(L=-1.846\). With \(n/n_i=100\), the leading law gives

\[
\frac{2}{\pi}\cdot100\cdot(1.730)^2=191
\]

in units of \(e^2/h\), while (9) gives

\[
\frac2\pi\cdot100\cdot(3.408+2.467)=374 .
\]

Most of the difference is the term \(\pi^2/4=2.467\), which is comparable with the squared logarithm itself. The radius is small compared with \(1/k_F\), but its logarithm is not large.

The sum over all waves gives 393, or 15.2 mS. The remaining 5 % comes mainly from interference between neighbouring channels. The phases from (4) are \(\delta_0=-0.7071\) and \(\delta_1=\delta_{-1}=-0.0237\). Using \(\delta_0\) alone, \(\sin^2\delta_0=0.422\), and \(\sigma=100\,\pi/(2\cdot0.422)=372\). But (7) contains the differences, and \(\sin^2(0.7071-0.0237)=0.399\) raises this to 394. The phase \(\delta_1\) is tiny, yet it enters linearly through its product with the large \(\delta_0\). The small terms \(\sin^2(\delta_{\pm1}-\delta_{\pm2})\) then account for the last unit.

From (8), \(k_Fl=393/2=197\), so the Boltzmann description is consistent, and \(l=197/(0.177\ \text{nm}^{-1})\simeq1110\) nm. At \(n=10^{11}\) cm⁻² the path is 656 nm. The path shortens at low density because \(w_{\rm tr}\) carries the factor \(1/k_F\), which grows faster than \(\sin^2\delta_0\) falls. In the ratio of the two conductivities, (9) gives \(10\cdot5.875/11.45=5.1\), close to the 5.3 found with all waves; the bare law would give 3.6. All these values hold for \(k_BT\ll E_F\). At \(n=10^{11}\) cm⁻² the Fermi energy is only 37 meV, against \(k_BT\simeq26\) meV at room temperature, where thermal averaging changes the ratio markedly.

The infinite potential is a severe idealization at these parameters. The energy unit \(\hbar v/R\) is 0.658 eV, so \(V=10\) eV means \(u=15.2\) and \(\kappa R=\sqrt{0.177\,(15.2-0.177)}\simeq1.6\). The correction in (6) is then not small, and the conductivity is 676 instead of 393. For 100 eV, \(\kappa R\simeq5.2\) and the conductivity is 444; at 10 000 eV it is 398. Such energies lie far outside the range of a Dirac model for a real sheet and serve here to show how the mathematical limit is approached; at 100 eV the decay length \(1/\kappa\simeq0.19\) nm is already shorter than the lattice constant. For \(V=1\) eV, \(\kappa R\simeq0.29\) and \(0.49\) at the two densities, and the second term in (6), about \(2/(\kappa R)^2\simeq24\) and \(8\), swamps \(|L|\). A disc on sublattice A with a potential that the Dirac model can describe therefore does not show the logarithmic law at these densities.

The contrasting case is an attractive potential of depth \(|V|\) equal on both sublattices. Both equations in (2) then contain the same wave number \(q=k+u/R\) inside the disc, now with \(u=|V|R/\hbar v\). The regular solution is \(f=J_m(qr)\), \(g=J_{m+1}(qr)\), and (3) holds with \(\beta_m=J_m(qR)/J_{m+1}(qR)\). For \(kR\to0\) at a generic depth, \(\beta_0\to J_0(u)/J_1(u)\) is a fixed number, and the denominator is dominated by \(-\beta_0Y_1\simeq2\beta_0/(\pi kR)\). Hence

\[
\delta_0\simeq\frac{\pi kR}2\,\frac{J_1(u)}{J_0(u)} .
\]

There is no logarithm. At \(u=10\) and \(kR=10^{-4}\) the phase is only \(-2.8\times10^{-5}\), although the well is deep. The wave can enter the disc with both components continuous, and nothing forces a node at the edge.

The channel \(m=-1\) has the same phase. Since \(J_{-1}=-J_1\), its ratio is \(\beta_{-1}=-1/\beta_0\), and

\[
\tan\delta_{-1}=\frac{-J_1+J_0/\beta_0}{-Y_1+Y_0/\beta_0}
=\frac{J_0-\beta_0J_1}{Y_0-\beta_0Y_1}=\tan\delta_0 .
\]

In (7) the term between these two channels cancels, and the outer neighbours again leave \(w_{\rm tr}=(4/k)\sin^2\delta_0\). With \(\sin^2\delta_0\propto k^2\) and \(\pi n=k_F^2\), the conductivity becomes

\[
\sigma\simeq\frac{2e^2}{\pi^2h}\,\frac{1}{n_iR^2}\Big[\frac{J_0(u)}{J_1(u)}\Big]^2 ,
\]

which at this leading order in \(k_FR\) does not depend on the carrier density. The limit \(k_FR\to0\) is taken here at fixed depth. At the higher density of the opening, \(k_FR=0.177\) is not small enough for it at many depths, and such wells can have more than a tenth of the transport cross section of the infinitely repulsive disc on A.

At a depth with \(J_1(u)=0\) the leading phase vanishes, and as \(kR\to0\) the scattering becomes weaker still. The exception that brings back the logarithm is a depth with \(J_0(u)=0\), first met at \(u=2.405\), or 1.58 eV for \(R=1\) nm. The inside wave then has its own node at the edge when \(k=0\), and it joins the outside solution \(f=0\), \(g\propto1/r\) found before. At small \(k\), \(J_0(u+kR)\simeq-kR\,J_1(u)\), so \(\beta_0\simeq-kR\) and \(-\beta_0Y_1\simeq-2/\pi\). This gives

\[
\tan\delta_0\simeq\frac{\pi}{2(L-1)} .
\]

At \(kR=10^{-4}\), \(L-1=-10.33\) and \(\delta_0=-0.151\), more than five thousand times the phase of the deeper well. The conductivity follows (9) with \(L-1\) in place of \(L\), and hence (1) at leading order. The angular pattern differs: \(|1+e^{-i\theta}|^2=2(1+\cos\theta)\) vanishes in the backward direction. The total cross section is twice that of the single resonant channel at equal phase, but the forward weighting reduces its transport part to the same value.

The numerical output that follows lists both densities, the finite potentials, the slow approach to the leading law, and phases obtained by direct integration of the radial equations.

## Computed values

```
Dirac velocity: 1.0e+06 m/s
Scatterer radius R: 1.0 nm
Scatterer density n_i: 1.0e+10 cm^-2
Energy unit hbar v/R: 0.6582 eV
--- carrier density n: 1.0e+11 cm^-2
k_F: 0.05605 nm^-1;  k_F R: 0.05605
Fermi energy: 0.0369 eV
ln(k_F R): -2.8815;  L: -2.9974
delta_0, hard disc: -0.4828 rad
delta_1, hard disc: -0.00245 rad
sin^2(delta_0): 0.2155
sigma, leading law: 52.86 e^2/h
sigma, improved law: 72.91 e^2/h
sigma, all waves: 73.56 e^2/h = 2.850 mS
Transport mean free path: 656.2 nm
Transport time: 656.2 fs
k_F times mean free path: 36.8
--- carrier density n: 1.0e+12 cm^-2
k_F: 0.17725 nm^-1;  k_F R: 0.17725
Fermi energy: 0.1167 eV
ln(k_F R): -1.7302;  L: -1.8462
delta_0, hard disc: -0.7071 rad
delta_1, hard disc: -0.02370 rad
sin^2(delta_0): 0.4220
sigma, leading law: 190.58 e^2/h
sigma, improved law: 374.06 e^2/h
sigma, all waves: 393.42 e^2/h = 15.241 mS
Transport mean free path: 1109.8 nm
Transport time: 1109.8 fs
k_F times mean free path: 196.7
--- finite V on sublattice A, at the last density
V = 10 eV: delta_0 = -0.5088 rad, sigma = 675.66 e^2/h
V = 100 eV: delta_0 = -0.6525 rad, sigma = 443.98 e^2/h
V = 10000 eV: delta_0 = -0.7018 rad, sigma = 397.75 e^2/h
--- hard disc: all-wave sigma divided by leading law
k_F R = 1e-01: ratio = 1.6040
k_F R = 1e-02: ratio = 1.1679
k_F R = 1e-04: ratio = 1.0544
k_F R = 1e-08: ratio = 1.0199
k_F R = 1e-40: ratio = 1.0028
--- equal potential on both sublattices
First resonant u: 2.4048;  |V|: 1.5829 eV
k_F R = 1e-04, u = 10: delta_0 = -2.775e-05 rad
k_F R = 1e-04, resonant u: delta_0 = -0.1510 rad
--- radial integration check at k_F R = 0.01
A-only disc, u = 10000: integrated -0.3146 rad, matched -0.3146 rad
Resonant scalar disc: integrated -0.2678 rad, matched -0.2679 rad
```
